# Comment: PAW reconstruction does not supply the antishielding of a frozen core

## The argument under review

The manuscript calculates the electric field gradient (EFG) at a Rb$^+$ ion in an ionic environment. Its projector augmented-wave (PAW) dataset treats 5s as valence and freezes everything up to 4p. The reasoning has three steps:

1. The EFG is fixed by the charge density.
2. PAW reconstruction turns smooth valence orbitals into all-electron orbitals near the nucleus.
3. Therefore the computed EFG is the all-electron one, and no Sternheimer factor is needed.

Step 1 is correct. Step 2 is correct for the orbitals that the calculation contains. Step 3 does not follow, and how much is lost depends on where the source of the field gradient lies.

I use Hartree atomic units unless stated, a nonrelativistic description, a point nucleus, and Kohn-Sham theory with Dirac exchange in the local density approximation. Fields are axial, and $P_2=(3\cos^2\theta-1)/2$.

## What the nucleus reads

Electrons of density $n$ produce the electrostatic potential $-\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Its traceless second derivative along $z$, taken at the nucleus, is

$$V_{zz}^{\rm el}=-\int n(\mathbf r)\,\frac{3z^2-r^2}{r^5}\,d^3r=-\int n(\mathbf r)\,\frac{2P_2}{r^3}\,d^3r .$$

A spherical density gives zero, because $P_2$ averages to zero over angles. If the density changes by $\delta n=\rho_2(r)P_2/r^2$, then $\int P_2^2\,d\Omega=4\pi/5$ gives

$$V_{\rm ind}=-\frac{8\pi}{5}\int_0^\infty\frac{\rho_2(r)}{r^3}\,dr. \qquad (1)$$

Distant charges that produce an EFG $V_{\rm ext}$ have, near the ion, the quadrupole potential $\tfrac12V_{\rm ext}\left[z^2-\tfrac12(x^2+y^2)\right]=\tfrac12V_{\rm ext}r^2P_2$. An electron has charge $-1$, so its potential energy is $v(r)P_2$ with

$$v(r)=-\tfrac12V_{\rm ext}r^2 .$$

The Sternheimer factor $\gamma$ is defined by

$$V_{zz}=V_{\rm ext}+V_{\rm ind}=(1-\gamma)V_{\rm ext},\qquad \gamma=-V_{\rm ind}/V_{\rm ext}.$$

Positive $\gamma$ is shielding and negative $\gamma$ is antishielding.

## What reconstruction does supply

Inside the augmentation sphere PAW expands the smooth orbital as $\tilde\psi=\sum_ic_i\tilde\phi_i$, with $c_i=\langle\tilde p_i|\tilde\psi\rangle$. The all-electron orbital there is $\psi=\sum_ic_i\phi_i$, with the same coefficients. Outside, $\psi=\tilde\psi$. To find $\langle r^{-3}\rangle$ one integrates the smooth orbital over all space, subtracts its contribution inside the sphere and adds the all-electron one. For real functions,

$$\langle r^{-3}\rangle=\langle\tilde\psi|r^{-3}|\tilde\psi\rangle+\sum_{ij}c_ic_j\left(\langle\phi_i|r^{-3}|\phi_j\rangle-\langle\tilde\phi_i|r^{-3}|\tilde\phi_j\rangle\right).$$

This works well. I took a Rb 5p orbital, changed its environment by adding the potential energy $\tfrac12(0.003)r^2$, and rebuilt it from its smooth part with the free-ion 5p and 6p partial waves. The change of environment raises the exact $\langle r^{-3}\rangle$ from 1.715 to 2.720 bohr$^{-3}$. The smooth orbital alone gives 0.033, and the reconstruction gives 2.717, within 0.2% of the exact value. The smooth part was taken from the known orbital, so this tests the reconstruction and not a complete PAW calculation.

The formula sums over orbitals that the calculation has solved for. A frozen 4p shell is not among them. It enters as a fixed density, which for filled shells is spherical, and by the first equation above it contributes zero whatever the surroundings are. The accurate shape of the frozen orbitals does not help: what is missing is their change.

## The response that is missing

Let $u_i(r)$ be $r$ times the radial orbital of a filled shell with angular momentum $l$, and $u_a$ that of an unoccupied level with $l'$. First-order perturbation theory gives

$$\delta\psi_i=\sum_a\psi_a\frac{\langle a|vP_2|i\rangle}{\varepsilon_i-\varepsilon_a}.$$

The density change is $2\,{\rm Re}\sum_i\psi_i^*\delta\psi_i$ for each spin, hence $4\,{\rm Re}\sum_i\psi_i^*\delta\psi_i$ for two spins.

Terms in which $a$ is also occupied can be dropped. If both shells relax, the terms $i\to a$ and $a\to i$ have equal numerators and opposite denominators, and they cancel. If $a$ is frozen, orthogonality forbids the relaxed orbital to mix with it. Mixing within one filled shell leaves its density unchanged. So the sum runs over relaxed shells $i$ and levels $a$ outside all occupied shells, and freezing a shell means deleting its terms.

The angular factor requires the sum over $m$ and $m'$ of $Y_{lm}^*Y_{l'm'}\langle l'm'|P_2|lm\rangle$. The addition theorem, applied to both sets of harmonics, turns it into

$$\frac{(2l+1)(2l'+1)}{16\pi^2}\int P_l(\cos\omega)P_{l'}(\cos\omega)P_2(\cos\theta')\,d\Omega',$$

where $\omega$ is the angle between the directions $\Omega$ and $\Omega'$. Expand $P_lP_{l'}$ in Legendre polynomials of $\cos\omega$. Only the $P_2$ term survives the integral. Its coefficient is $\tfrac52I$, with $I=\int_{-1}^1P_lP_{l'}P_2\,dx$, and $\int P_2(\cos\omega)P_2(\cos\theta')\,d\Omega'=\tfrac{4\pi}5P_2(\cos\theta)$. The integral is therefore $2\pi I\,P_2(\cos\theta)$, and the angular factor is

$$\frac{a_{ll'}}{4\pi}P_2(\cos\theta),\qquad a_{ll'}=(2l+1)(2l'+1)\,\tfrac12I .$$

For example, $a_{pp}=9\cdot\tfrac{2}{15}=\tfrac65$, while $a_{ss}=0$. Multiplying by the factor 4 found above,

$$\rho_2(r)=\sum_{i,a}\frac{a_{ll'}}{\pi}\,\frac{u_i(r)u_a(r)\,\langle u_a|v|u_i\rangle}{\varepsilon_i-\varepsilon_a}\equiv (Xv)(r). \qquad (2)$$

The displaced charge also acts on the electrons. The multipole expansion of the Coulomb interaction and the derivative of the exchange potential $-(3n/\pi)^{1/3}$ give the additional potential energy

$$(K\rho_2)(r)=\frac{4\pi}{5}\int_0^\infty\frac{r_<^2}{r_>^3}\,\rho_2(r')\,dr'-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}\,\frac{\rho_2(r)}{r^2},$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $r'$. The self-consistent response then follows from

$$\rho_2=X(v+K\rho_2)\quad\Longrightarrow\quad(1-XK)\rho_2=Xv. \qquad (3)$$

With every shell frozen, $X=0$, so $\rho_2=0$ and $\gamma=0$. This is the manuscript's calculation for the isolated ion.

## Why the sign is not obvious

Simple electrostatics suggests shielding, and for a 1s$^2$ shell in a bare nuclear potential $-Z/r$ that is correct. Write the first-order orbital as $f(r)P_2\psi_0$, with $\psi_0^2=(Z^3/\pi)e^{-2Zr}$. Since $\psi_0'=-Z\psi_0$, the equation $(h-\varepsilon_0)fP_2\psi_0=-vP_2\psi_0$ becomes

$$-\tfrac12\left(f''+\frac{2f'}r-\frac{6f}{r^2}\right)+Zf'=\tfrac12V_{\rm ext}r^2 .$$

Insert $f=\alpha r^2+\beta r^3$. In the bracket the $\alpha$ terms give $2\alpha+4\alpha-6\alpha=0$, and the $\beta$ terms give $(6+6-6)\beta r=6\beta r$. What remains is

$$-3\beta r+2Z\alpha r+3Z\beta r^2=\tfrac12V_{\rm ext}r^2,$$

so $\beta=V_{\rm ext}/6Z$ and $\alpha=3\beta/2Z=V_{\rm ext}/4Z^2$. Two electrons give $\rho_2=4r^2f\psi_0^2$, and Eq. (1) yields

$$V_{\rm ind}=-\frac{32Z^3}{5}\int_0^\infty(\alpha r+\beta r^2)e^{-2Zr}dr=-\frac{32Z^3}{5}\left(\frac{\alpha}{4Z^2}+\frac{\beta}{4Z^3}\right).$$

The bracket equals $V_{\rm ext}\left(\tfrac1{16}+\tfrac1{24}\right)/Z^4=5V_{\rm ext}/48Z^4$. Hence $V_{\rm ind}=-2V_{\rm ext}/3Z$ and $\gamma=+2/(3Z)$. The shielding falls as $1/Z$ as the shell tightens: it is $1/3$ for $Z=2$ but only 0.018 for $Z=37$.

A filled p shell has a channel that the s shell lacks: it can change its radial shape while remaining p. The angular average of $P_2$ is $\tfrac25$ for $m=0$ and $-\tfrac15$ for $m=\pm1$. For $V_{\rm ext}>0$ the $m=0$ orbital therefore feels the radial potential energy $-\tfrac15V_{\rm ext}r^2$, which pulls it outward. The $m=\pm1$ orbitals feel $+\tfrac1{10}V_{\rm ext}r^2$, half as strong and opposite.

Let $\delta_0$ be the change of $\langle r^{-3}\rangle$ for $m=0$. To first order the change for $m=\pm1$ is $-\tfrac12\delta_0$. An electron contributes $-\tfrac45\langle r^{-3}\rangle$ to the EFG for $m=0$ and $+\tfrac25\langle r^{-3}\rangle$ for $m=\pm1$. Two electrons of the first kind and four of the second give

$$V_{\rm ind}^{p\to p}=2\left(-\tfrac45\right)\delta_0+4\left(\tfrac25\right)\left(-\tfrac12\delta_0\right)=-\tfrac{12}5\,\delta_0 .$$

If the outward pull lowers the weight of the $m=0$ orbital near the nucleus, then $\delta_0<0$ and the induced EFG adds to the external one. This is antishielding.

The calculation confirms this sign for Rb$^+$ and shows why the effect is large. Without the self-consistent term $K$, the 4p$\to$p channel gives $\gamma=-54.5$, and 4p$\to$f gives only $+0.55$. About 99% of $\langle r^2\rangle$ of the 4p orbital comes from beyond 1 bohr, so the external field grips its outer part. About 99% of the EFG induced by 4p$\to$p arises within 0.5 bohr, where $r^{-3}$ magnifies a small change of amplitude.

The second figure also shows that making 4p valence does not make reconstruction superfluous. The response must be allowed to occur, and it must then be read inside the augmentation sphere.

## How much each shell matters

Solving Eq. (3) for four alkali ions gives the following values of $\gamma$.

| Ion | All shells relaxed | Outermost s and p only |
|---|---|---|
| Na$^+$ | $-5.52$ | $-5.68$ |
| K$^+$ | $-20.7$ | $-20.8$ |
| Rb$^+$ | $-55.6$ | $-54.0$ |
| Cs$^+$ | $-109.5$ | $-105.6$ |

Within this model the EFG lost by freezing every shell of the ion, $-\gamma V_{\rm ext}$, grows strongly down the group for a given $V_{\rm ext}$. It is not confined to heavy ions: for Na$^+$ the factor $1-\gamma$ is already 6.5. Relaxing only the outermost s and p shells brings $\gamma$ within 4% of its full value in all four cases.

For Rb$^+$ the valence set can be enlarged step by step:

- 4p alone: $\gamma=-53.7$.
- 4s and 4p: $-54.0$.
- 3d, 4s and 4p: $-54.6$.
- All shells with $n=3$ and $n=4$: $-55.9$.
- All shells: $-55.6$.

The sequence overshoots slightly, because adding the innermost shells, $n=1$ and $n=2$, shifts $\gamma$ by $+0.3$, toward shielding. The converse case is the most telling. If every shell except 4p is relaxed, $\gamma=-2.1$, and the nucleus sees $1-\gamma=3.1$ times the external EFG instead of 56.6 times. A large valence space does not help if it omits the shell that responds.

Two further calculations test the method. The first uses the same potential and radial grid and tests Eq. (2) only; the second is independent and self-consistent. Diagonalizing the Rb$^+$ p shells in a finite quadrupole field gives $\gamma=-56.74$ without self-consistent screening, equal to the perturbative result to the digits shown. For Na$^+$, full Kohn-Sham calculations in a Gaussian basis, with fields of both signs, give $-5.54$ against $-5.52$ from Eq. (3). The numerical check contains both comparisons.

The values remain those of a nonrelativistic local-density model of free ions. For Cs$^+$ in particular I would not use them as recommended antishielding factors. In a crystal the anions also confine and distort the ion, which a free-ion $\gamma$ does not describe.

## A case with numbers

Place a charge $-e$ on the $z$ axis at $d=6$ bohr from Rb$^+$. Its potential energy with an electron has the quadrupole part $+(r_<^2/r_>^3)P_2$, where $r_<$ and $r_>$ now refer to $r$ and $d$. For $r<d$ this is $r^2P_2/d^3$. Comparison with $v=-\tfrac12V_{\rm ext}r^2$ gives

$$V_{\rm ext}=-\frac2{d^3}=-\frac2{216}=-0.00926\ \text{a.u.},$$

or $-0.090\times10^{21}$ V/m$^2$. The other multipoles of the charge do not contribute at first order, because a spherical ion responds to each multipole with a density of the same multipole, and the EFG reads only the quadrupole.

At second order the multipoles of the charge act in pairs and also produce a quadrupole density. One such term comes from the dipole field, $1/d^2\approx0.028$ a.u., acting twice. These terms are left out of the numbers below, and for a single charge this close they are not small: in this model they add up to roughly a quarter of the first-order contribution, with the opposite sign. The values below therefore illustrate the linear response and are not the complete EFG of this arrangement. To first order in the charge, the EFG at the nucleus, in $10^{21}$ V/m$^2$, is:

- everything frozen: $-0.090$;
- 4s and 4p relaxed: $-4.94$;
- all shells relaxed: $-5.08$.

The fully relaxed value is 56.4 times the external one. The limit of a distant source is $1-\gamma=56.6$. The small difference arises because the true source departs from $r^2$ beyond $r=d$, where little of the ion's density lies.

For a model nuclear quadrupole moment $Q=0.1$ barn the coupling $eQV_{zz}/h$ is $-0.22$ MHz with everything frozen, $-11.9$ MHz with 4s and 4p relaxed, and $-12.3$ MHz with all shells relaxed. These couplings are also first order in the charge. Freezing the shells below 4s and 4p costs 3% of the fully relaxed first-order result. Freezing 4p as well, as the manuscript does, costs 98%.

In a real solid, tails of neighbouring orbitals enter the Rb sphere. PAW reconstructs them, and they contribute to the EFG, so the manuscript's result need not equal the bare external value. That contribution is a different physical term. It does not replace the response of the 4p shell, and I have not calculated it here.

## When the EFG comes from the ion's own electrons

The factor $1-\gamma$ must not be carried over to a source inside the ion. Consider one Rb 5p electron with $m=0$. Since $|Y_{10}|^2=3\cos^2\theta/4\pi=(1+2P_2)/4\pi$, its quadrupole density is $\rho_2=u^2/2\pi$. Equation (1) gives the direct EFG

$$V_{\rm dir}=-\tfrac45\langle r^{-3}\rangle=-\tfrac45(1.715)=-1.372\ \text{a.u.}$$

The Coulomb potential of this density now replaces $-\tfrac12V_{\rm ext}r^2$ as the source in Eq. (3). The total is written $(1-R)V_{\rm dir}$, and the calculation gives $R=-0.18$. A frozen core then misses $0.18/1.18$, about 15% of the total. This value includes the direct Coulomb action of the 5p electron on the core and omits its exchange with the core, which changes $R$ appreciably, so the 15% indicates the size of the effect and is not a precise figure.

The manuscript's approximation is thus moderately wrong when an open valence p shell on the same ion makes the EFG, and, for a free Rb$^+$ ion, wrong by more than an order of magnitude when distant charges make it. For the same reason, multiplying the published EFG by $1-\gamma$ would not repair it. The two kinds of source carry different factors, and a frozen-core total does not separate them. If 4p is already valence, such a factor would count its response twice.

## Requested changes

The calculations should be repeated with 4s and 4p in the valence space, keeping the PAW reconstruction. If the remaining few per cent matter, a dataset that also relaxes the $n=3$ shells should be compared. The statement that the EFG is all-electron should be replaced by a list of the shells that were allowed to respond. No external Sternheimer factor should then be applied for those shells, since their antishielding is contained in the self-consistent valence density.

## Numbers as computed

```
hydrogenic 1s^2, Z=10: gamma = 0.066667, 2/(3Z) = 0.066667
ion: outer p level (hartree); gamma independent, self-consistent, outer sp only
Na+: -1.2790; -5.71, -5.52, -5.68
K+: -0.8629; -21.25, -20.71, -20.79
Rb+: -0.7482; -57.48, -55.55, -53.98
Cs+: -0.6413; -115.20, -109.48, -105.60
Rb+ gamma on a second grid = -55.55
Rb+ valence 4p: gamma = -53.657
Rb+ valence 4s4p: gamma = -53.981
Rb+ valence 3d4s4p: gamma = -54.619
Rb+ valence 3s3p3d4s4p: gamma = -55.890
Rb+ valence all but 4p: gamma = -2.130
Rb+ independent-electron gamma: 4p->p -54.50, 4p->f 0.55
share of 4p->p induced EFG from r < 0.5 bohr = 0.989
share of 4p <r^2> from r > 1 bohr = 0.988
Rb+ p shells: gamma finite field -56.74, perturbation -56.74
Na+ gamma: Gaussian finite field -5.544, radial -5.523
Na+ EFG of the unrelaxed density = -1.0e-12 a.u.
augmentation radius = 2.179 bohr, environment stiffness = 0.003 a.u.
5p <r^-3> (bohr^-3): smooth 0.0330, rebuilt 2.7166, exact 2.7203
5p <r^-3> in the free ion = 1.7146 bohr^-3
Rb 5p electron: direct EFG = -1.3716 a.u., R = -0.183
charge -e at 6.0 bohr from Rb+; model Q = 0.1 barn
all frozen: V_zz = -0.0900 10^21 V/m^2, eQV_zz/h = -0.218 MHz
4s4p valence: V_zz = -4.9371 10^21 V/m^2, eQV_zz/h = -11.938 MHz
all relaxed: V_zz = -5.0783 10^21 V/m^2, eQV_zz/h = -12.279 MHz
enhancement at this distance = 56.44, 1-gamma = 56.55
```
